# Zero average polarization does not prove a negative-curvature ferroelectric state

A ferroelectric film lies between two metal plates held at the same potential. The charge on the plates shows that the film's polarization, averaged over the area, is zero. In the simplest theory of a ferroelectric, zero polarization is the top of an energy barrier, where the energy curves downwards and the capacitance can be negative. Has the film been caught there?

The belief that it has rests on a sound piece of theory. A uniform ferroelectric with zero polarization really does sit at negative curvature. What fails is the step from a zero average to a zero value everywhere. A film half polarized up and half down has the same average, and its capacitance can be positive.

## The curve that makes the belief tempting

Let $P$ be the polarization normal to the film, positive towards one chosen electrode. In Landau theory, a mean-field description, a uniform film has the energy density

$$u(P)=\tfrac12 aP^2+\tfrac14 bP^4,\qquad a=-|a|<0,\quad b>0 .$$

Under a field $E$ along positive $P$, equilibrium makes $u-EP$ stationary:

$$E=u'(P)=-|a|P+bP^3. \tag{1}$$

At $E=0$ the solutions are $P=0$ and $P=\pm P_s$, with $P_s=\sqrt{|a|/b}$. The curvature is $u''=-|a|+3bP^2$. Since $bP_s^2=|a|$,

$$u''(0)=-|a|,\qquad u''(\pm P_s)=2|a|. \tag{2}$$

Plotted as $P$ against $E$, equation (1) is an S-shaped curve that passes through the origin with negative slope. A measured pair "zero field, zero polarization" lands on that part of the curve.

To find the capacitance, take thickness $t$, voltage $V=Et$, and plate charge per area

$$D=\varepsilon_0\varepsilon_bE+P .$$

Here $\varepsilon_b$ is the background permittivity, the linear response not contained in $P$. The electrodes are assumed to screen perfectly. Differentiating (1) gives $dP/dE=1/u''$, so

$$\frac{C}{A}=\frac{dD}{dV}=\frac1t\left(\varepsilon_0\varepsilon_b+\frac1{u''(P)}\right). \tag{3}$$

For uniform $P=0$ this becomes

$$\frac{C_{\rm uni}}{A}=\frac1t\left(\varepsilon_0\varepsilon_b-\frac1{|a|}\right). \tag{4}$$

Negative curvature alone does not make this negative. The background must also be small enough that $\varepsilon_0\varepsilon_b|a|<1$.

## What the average hides

Equation (1) relates the field to the local polarization. Because it is nonlinear, the average polarization cannot be inserted in its place. For the curvature, with angle brackets denoting an area average,

$$\langle u''(P)\rangle=-|a|+3b\langle P^2\rangle
=u''(\langle P\rangle)+3b\left(\langle P^2\rangle-\langle P\rangle^2\right).$$

The last bracket is the variance of the polarization. For equal areas of $+P_s$ and $-P_s$ it is $P_s^2$. The true average curvature is then $-|a|+3|a|=2|a|$, whereas the curvature evaluated at the average is $-|a|$.

Now let a fraction $f$ of the area be up and $1-f$ down, with the walls between the domains held in place and their own small area ignored for the moment. The metal plates impose the same voltage on every domain, so the domains are capacitors in parallel and their charges add:

$$\langle P\rangle=fP_+(E)+(1-f)P_-(E).$$

Differentiating at fixed $f$ gives

$$\frac{d\langle P\rangle}{dE}=\frac f{u''(P_+)}+\frac{1-f}{u''(P_-)} . \tag{5}$$

At zero voltage $P_\pm=\pm P_s$, and both curvatures are $2|a|$. The fractions add to one and $f$ drops out:

$$\langle P\rangle=(2f-1)P_s,\qquad
\frac{C_{\rm dom}}A=\frac1t\left(\varepsilon_0\varepsilon_b+\frac1{2|a|}\right)>0. \tag{6}$$

For these held domains the two measurements carry separate information. The average polarization gives the area fractions; the capacitance reflects the curvature of the states that fill those areas.

## The two capacitances in numbers

Take $t=10$ nm, $P_s=20\ \mu$C/cm$^2$ $=0.20$ C/m$^2$, $|a|=2.5\times10^9$ m/F and $\varepsilon_b=10$. These are round values in the rough range of ferroelectric hafnia. They give $\varepsilon_0\varepsilon_b|a|=0.22$, so the condition for a negative result in (4) is met.

The background contributes $\varepsilon_0\varepsilon_b/t=0.885\ \mu$F/cm$^2$. Since $1/|a|=4.0\times10^{-10}$ F/m, dividing by $10^{-8}$ m gives $0.040$ F/m$^2$, or $4.000\ \mu$F/cm$^2$. Hence

$$\frac{C_{\rm uni}}A=0.885-4.000=-3.115\ \mu\text{F/cm}^2,$$

$$\frac{C_{\rm dom}}A=0.885+2.000=2.885\ \mu\text{F/cm}^2 .$$

Both states have zero average polarization when the domain areas are equal. Their capacitances are similar in size and opposite in sign. Changing the up fraction from 0.50 to 0.75 and then to 1.00 raises the average from 0 to 10 and then to $20\ \mu$C/cm$^2$, while the zero-bias capacitance stays at $2.885\ \mu$F/cm$^2$.

A bias distinguishes the two kinds of domain. Write $\epsilon=E/(|a|P_s)$ and $P_+=P_s(1+\eta)$. Equation (1) becomes

$$\epsilon=-(1+\eta)+(1+\eta)^3=2\eta+3\eta^2+\eta^3.$$

Insert $\eta=\epsilon/2+c_2\epsilon^2+c_3\epsilon^3$. The second-order terms require $2c_2+3/4=0$, so $c_2=-3/8$. The third-order terms require $2c_3+3c_2+1/8=0$, so $c_3=1/2$. By symmetry $P_-(E)=-P_+(-E)$. In the average over equal areas the even powers therefore cancel, leaving

$$\langle P\rangle=P_s\left(\tfrac12\epsilon+\tfrac12\epsilon^3+\dots\right),\qquad
\frac{d\langle P\rangle}{dE}=\frac1{|a|}\left(\tfrac12+\tfrac32\epsilon^2+\dots\right).$$

For equal areas the capacitance rises for either sign of bias: the domain opposed to the field softens more than the other stiffens. At 0.5 V the field is 0.5 MV/cm and $\epsilon=0.1$. The correction is $0.015\times4.000=0.06\ \mu$F/cm$^2$, giving about $2.95\ \mu$F/cm$^2$. The full cubic equation gives 2.949, with domain polarizations of $20.93$ and $-18.91\ \mu$C/cm$^2$.

This held-domain branch ends where the opposed domain loses stability, at $u''=0$ or $|P|=P_s/\sqrt3$. There (1) gives $|E|=|a||P|(1-1/3)=2|a|P_s/(3\sqrt3)$, which is 1.92 MV/cm here. Real domains may reverse earlier, by nucleation or because a wall breaks free.

## The objection from the domain walls

Between an up and a down domain $P$ must pass through zero, so some material does lie at negative curvature. Does it spoil the conclusion?

Let $x$ run along the film, across the wall, and add the gradient energy $\frac g2(dP/dx)^2$. With $P$ normal to the film and the wall parallel to $P$, there is no polarization charge inside the film, and ideal electrodes keep $E=V/t$ uniform. At $E=0$ the wall obeys $gP''=u'(P)$, where primes on $P$ are derivatives in $x$. Multiply by $P'$ and integrate from a domain, where $P'=0$:

$$\frac g2P'^2=u(P)-u(P_s)=\frac b4(P_s^2-P^2)^2 .$$

The rising solution centred at $x=0$ is

$$P_0=P_s\tanh\frac xw,\qquad w=\sqrt{\frac{2g}{|a|}} .$$

The gradient energy equals the excess Landau energy at each point, so the wall energy per wall area is

$$\sigma=\int gP'^2dx=\frac g{wP_s}\int_{-P_s}^{P_s}(P_s^2-P^2)\,dP=\frac{4gP_s^2}{3w}=\frac23|a|wP_s^2 .$$

Negative curvature means $|P|<P_s/\sqrt3$, a width $2w\,{\rm artanh}(1/\sqrt3)$. For $w=0.5$ nm this is 0.66 nm, or 3.3% of a strip 20 nm wide containing one wall.

In this continuum model a wall in a perfectly uniform film, far from its edges, can slide without cost, so it has no finite linear response. Suppose instead that a thin defect sheet at $x=0$ adds an energy $\frac12pP(0)^2$ per wall area. Since $P_0(0)=0$, the sheet exerts no force on the wall at rest and leaves its profile unchanged. A small field produces $\delta P$ obeying

$$-g\,\delta P''+u''(P_0)\,\delta P+p\,\delta(x)\,\delta P=E,$$

where $\delta(x)$ is the Dirac delta. Set $z=x/w$, $T=\tanh z$, $s={\rm sech}^2z$, $\hat p=p/(|a|w)$ and $\delta P=(E/|a|)h(z)$. Because $g/w^2=|a|/2$ and $3T^2-1=2-3s$,

$$-\tfrac12h''+(2-3s)h+\hat p\,\delta(z)h=1. \tag{7}$$

Without the pin and the field, $h=s$ solves this equation, because $s''=4s-6s^2$. It represents a shift of the wall. For $z>0$ write $h=s\varphi$. The terms in undifferentiated $\varphi$ cancel, leaving $-s'\varphi'-\frac12s\varphi''=1$. Multiplication by $-2s$ gives

$$(s^2\varphi')'=-2s,\qquad s^2\varphi'=2(1-T).$$

The integration used $T'=s$. The constant is fixed by requiring $h$ to stay bounded far from the wall.

The response is even in $z$. At the origin $s=1$ and $s'=0$, so $h'(0^+)=2$ and $h'(0^-)=-2$. Integrating (7) across the pin gives $-\frac12(4)+\hat ph(0)=0$, hence $\varphi(0)=h(0)=2/\hat p$.

The average follows by integrating by parts, with $s=-(1-T)'$:

$$\int_0^Zh\,dz=\varphi(0)-(1-T(Z))\varphi(Z)+\int_0^Z(1-T)\varphi'\,dz .$$

Since $s=(1-T)(1+T)$, the last integrand is $2/(1+T)^2=\frac12(1+e^{-2z})^2$. For large $Z$ its integral is $Z/2+1/2+1/8$. In the boundary term, $1-T\to2e^{-2Z}$ and $\varphi'\to e^{2Z}/4$, so $\varphi\to e^{2Z}/8$ and the product tends to $1/4$. One side of the wall therefore contributes $2/\hat p+Z/2+3/8$. Doubling this, setting $2Z=L/w$ and dividing by $L/w$ gives, for a strip of width $L\gg w$,

$$\frac{d\langle P\rangle}{dE}=\frac1{2|a|}+\frac{3w}{4|a|L}+\frac{4w^2}{pL}. \tag{8}$$

Every term is positive. The first belongs to the domains. The second is what a wall clamped at its centre adds. The clamp suppresses the response right at the centre, but the soft material on either side responds more than a domain does, and the net effect is positive. The third is wall motion. A rigid shift $x_0$ changes the pin energy by $\frac12\kappa x_0^2$, with $\kappa=pP_s^2/w^2$. The field pushes with force $2P_sE$ per wall area, so $|x_0|=2P_sE/\kappa$. The average changes by $2P_s|x_0|/L=4w^2E/(pL)$, which is the third term.

For $p=|a|w=1.25$ m$^2$/F and $L=20$ nm, the capacitance is

$$0.885+2.000+0.075+0.400=3.360\ \mu\text{F/cm}^2 .$$

As a test, the nonlinear wall equation was solved on a grid under small fields of both signs. For $p/(|a|w)=0.2$, 1 and 20, the grid gave 4.960, 3.360 and $2.980\ \mu$F/cm$^2$, and (8) gives the same printed values. In this continuum model and a wide strip, weak pinning makes the capacitance larger, not negative; as $p\to0$ the linear response diverges. These are small-signal values. The wall breaks free at about 0.17, 0.62 and 1.30 MV/cm for the three pins, so the weakest does not survive the 0.5 V bias used earlier. Even with $P(0)$ clamped to zero, the opposed side holds only until $u-EP$ there rises to its value at $P=0$. That happens at $P^2=\frac23P_s^2$ and $|E|=|a||P|/3=1.36$ MV/cm, below the 1.92 MV/cm of a domain without walls.

## Why stability decides the sign

The wall result is one case of a general argument. At fixed voltage, let $H$ be the second variation of the film's energy about an equilibrium. A small extra field $\delta E$ produces $\delta P$ with $H\,\delta P=\delta E$. Multiply by $\delta P$ and average over the area:

$$\delta E\,\langle\delta P\rangle=\langle\delta P\,H\,\delta P\rangle .$$

If the equilibrium is a strict minimum, the right side is positive. Thus $\langle\delta P\rangle$ has the sign of $\delta E$, and a positive background cannot reverse the sign of $C$. The argument covers slow, reversible changes with the voltage fixed across the whole system described by $H$. Uniform $P=0$ escapes it by being unstable: its stiffness against a uniform change at fixed voltage is $-|a|$.

Could the uniform state be held by fixing the charge instead? With $D$ the average plate charge per area, the energy per volume is

$$\langle u\rangle+\frac{(D-\langle P\rangle)^2}{2\varepsilon_0\varepsilon_b}+\frac g2\langle P'^2\rangle .$$

A uniform change of $P$ now has stiffness $-|a|+1/(\varepsilon_0\varepsilon_b)$. It is positive precisely when $C_{\rm uni}$ is negative, and equals $3.52|a|$ here. This is the sound basis for stabilizing negative capacitance. But a ripple $\cos kx$ with zero average leaves the second term unchanged. Its stiffness is $-|a|+gk^2$, as if the charge had not been fixed. With free lateral edges the longest such ripple has $k=\pi/L$. It may run in any lateral direction, so $L$ here must be the longest lateral dimension: a narrow strip can still ripple along its length. The uniform state breaks up when

$$L>\pi\sqrt{\frac g{|a|}}=\frac{\pi w}{\sqrt2}=1.11\ \text{nm}.$$

For the 20 nm strip the lowest stiffness is $-0.997|a|$. The energy gained is large. Uniform $P=0$ lies $|a|P_s^2/4=2.5\times10^7$ J/m$^3$ above a domain, which over 20 nm amounts to 500 mJ per square metre of wall area. One wall costs 33 mJ/m$^2$. Under these conditions, a zero average at fixed charge is itself a reason to suspect domains. Break-up does not by itself make the capacitance positive. In the continuum model, with variation along $x$ only, an unpinned wall is drawn towards the free edges and is held only by the fixed charge, so the slope stays negative: about $-15\ \mu$F/cm$^2$ at $L=1.5$ nm and $-91\ \mu$F/cm$^2$ at 2 nm. The magnitude grows rapidly with width, and in a wide continuum strip the voltage hardly responds to charge at all. These narrow strips are only three and four spacings of a 0.5 nm lattice wide, and on such a lattice an unpinned wall in the 20 nm strip is held in place with a positive capacitance, as given below.

## Beside a real hafnia capacitor

Ferroelectric hafnia films about 10 nm thick have, roughly, remanent polarizations of 10 to 30 $\mu$C/cm$^2$, coercive fields of 1 to 2 MV/cm and relative permittivities near 30. The model's domain permittivity of 32.6 and uniform switching field of 1.92 MV/cm lie in or near these ranges. The measured remanent values are themselves area averages over grains, so the local $P_s$ of the polar phase can be larger than the value used here, whose barrier is only about 5 meV per formula unit. Real films may switch by nucleation below the uniform limit, so the true $|a|$ could be larger. Doubling it at fixed $\varepsilon_b$ would lower the held-domain capacitance from 2.885 to $1.885\ \mu$F/cm$^2$, still positive, but the permittivity would drop to 21. If the permittivity is instead kept at 30, then $\varepsilon_b=30-1/(2\varepsilon_0|a|)$, and the condition $\varepsilon_0\varepsilon_b|a|<1$ holds only for $|a|<1/(20\varepsilon_0)=5.6\times10^9$ m/F, about 2.3 times the value used.

Of the neglected effects estimated here, incomplete screening by the electrodes matters most for held or firmly pinned domains. Represent it by a vacuum gap of total thickness $\lambda=0.05$ nm, an assumed value, in series with each domain. At zero total voltage $Et+D\lambda/\varepsilon_0=0$, so

$$E=-\frac{P\lambda}{\varepsilon_0(t+\varepsilon_b\lambda)} .$$

Solved together with (1), this gives a depolarizing field of 0.95 MV/cm, half the uniform switching field, and reduces the domain polarization to $17.7\ \mu$C/cm$^2$. The capacitance becomes $3.155\ \mu$F/cm$^2$, 9% above the ideal held-domain value: the domains move towards softer curvature, which outweighs the series gap. The estimate treats each domain as wide compared with the film thickness, so for 10 nm domains it is only a guide.

At $p=|a|w$ the other estimates are smaller. A wall as narrow as 0.5 nm strains a continuum theory; a lattice spacing of 0.49 nm changes the $p=|a|w$ result from 3.36 to $3.29\ \mu$F/cm$^2$. For weak pins the lattice changes the state itself. At $p=0.2|a|w$ a wall centred on the pinned site is unstable and settles beside it, with a capacitance of about 4.7 to $6.5\ \mu$F/cm$^2$ for spacings of 0.50 to 0.48 nm. With no pin, the lattice alone holds a wall between two sites, at roughly 3.7 to $3.9\ \mu$F/cm$^2$ for the same spacings. At 300 K a rigid wall 10 nm long with that pinning jitters by 0.014 nm, far less than $w$. The 0.5 V bias gives one eighth of a rough breakdown field of 4 MV/cm. For direct tunnelling, assume a 2 eV barrier and a mass $m=0.2m_e$. Lowering the whole barrier by the full bias, to 1.5 eV, overstates the tunnelling, and even then the factor $\exp(-2t\sqrt{2m\,(1.5\ \text{eV})}/\hbar)$ is below $10^{-24}$. Leakage through traps, strain and variation between grains are not computed.

## What the zero does establish

A zero average says that the up and down contributions cancel. It cannot say whether they vanish point by point. A small-signal capacitance measurement, corrected for leakage and series elements, adds evidence on that point. For a film with the double-well energy used here and $\varepsilon_0\varepsilon_b|a|<1$, a positive value rules out uniform $P=0$. If the background is larger than that, even uniform $P=0$ has positive capacitance, and the sign no longer discriminates. That state is then unstable at fixed charge as well as at fixed voltage, because its stiffness against a uniform change, $-|a|+1/(\varepsilon_0\varepsilon_b)$, is negative too. Real hafnia films can also contain nonpolar grains, which have zero polarization and positive capacitance at zero field; excluding them takes separate structural evidence.

The refutation does not run in reverse. A ferroelectric layer in series with a dielectric can have a field that varies along the film, and the stability argument then fixes the sign for the whole stack, not for one layer. The screening gap above is already such a series layer. Any measured value above $\varepsilon_0/\lambda=17.7\ \mu$F/cm$^2$ turns negative once the gap is subtracted, and in the continuum model a domain state reaches that value when $p$ falls below about $0.03|a|w$. Between ideal electrodes so weak a pin lets go at about 0.03 MV/cm, some 30 mV across this film, and the lattice alone held the wall at a far lower capacitance. Whether that layer shows negative capacitance must be settled by its own analysis, and its average polarization will not settle it. The numerical output below lists the main values for the capacitor treated here.

## Values computed for the example and the checks

```
Film thickness: 10.0 nm
Spontaneous polarization Ps: 20.0 uC/cm2
Landau |a|: 2.500e+09 m/F
Landau b: 6.250e+10 m^5/(F C^2)
Background relative permittivity: 10.0
eps0*eps_b*|a| (dimensionless): 0.2214
Uniform switching field: 1.925 MV/cm
Uniform P=0 capacitance: -3.115 uF/cm2
Uniform P=0 relative permittivity: -35.18
Up fraction 0.50: mean P 0.00 uC/cm2, C 2.885 uF/cm2
Up fraction 0.75: mean P 10.00 uC/cm2, C 2.885 uF/cm2
Up fraction 1.00: mean P 20.00 uC/cm2, C 2.885 uF/cm2
Domain relative permittivity: 32.59
Applied bias: 0.50 V
Field at bias: 0.50 MV/cm
Up-domain P at bias: 20.93 uC/cm2
Down-domain P at bias: -18.91 uC/cm2
Equal-domain capacitance at bias: 2.949 uF/cm2
Wall length w: 0.50 nm; strip width: 20.0 nm
Gradient coefficient g: 3.125e-10 J m^3/C^2
Wall energy: 33.33 mJ/m2
Negative-curvature width in wall: 0.658 nm
Negative-curvature share of strip: 3.29 %
Pin unit |a|w: 1.250 m^2/F
Pin 0.2 |a|w: C grid 4.960, formula 4.960 uF/cm2; lowest stiffness 0.1410 |a|
Pin 1.0 |a|w: C grid 3.360, formula 3.360 uF/cm2; lowest stiffness 0.5557 |a|
Pin 20.0 |a|w: C grid 2.980, formula 2.980 uF/cm2; lowest stiffness 1.4236 |a|
Critical width of uniform state at fixed charge: 1.111 nm
Uniform-mode stiffness at fixed charge: 3.518 |a|
Lowest stiffness, P=0, 20 nm strip, fixed charge: -0.997 |a|
Assumed total screening length: 0.050 nm
Depolarizing field estimate: 0.953 MV/cm
Domain P with this screening: 17.72 uC/cm2
Domain capacitance with this screening: 3.155 uF/cm2
Lattice test spacing: 0.488 nm
Capacitance on that lattice, pin 1.0 |a|w: 3.291 uF/cm2
Temperature: 300 K
Thermal rms shift, 10 nm long wall, pin 1.0 |a|w: 0.0144 nm
Rough breakdown field: 4.0 MV/cm
Bias field / breakdown field: 0.125
Tunnel barrier: 2.0 eV; mass: 0.2 m_e
log10 direct tunnelling factor at bias: -24.4
```
